\section*{A Straight Poole-Frenkel Plot Does Not Prove Poole-Frenkel Conduction}

\section{A good line with a false permittivity}

Leakage data generated from Schottky emission in a dielectric of electronic permittivity 2.1, with 3\% scatter, lie close to a straight line in a Poole-Frenkel plot, $\ln(J/E)$ against $\sqrt E$. Read by the ideal Poole-Frenkel law, the slope gives a relative permittivity of $24.0\pm2.3$. The static permittivity of the model dielectric is only 2.7. The line is good and the mechanism is wrong.

For a narrow field range the false value is
\begin{equation}
\kappa_{\rm PF}\simeq\frac{4\kappa}{(1-2/z)^2},\qquad
z=\frac{\beta_S\sqrt{E_0}}{kT}>2 .
\label{main}
\end{equation}
Here $J$ is the current density, $E$ the magnitude of the field, $T$ the temperature, $\kappa$ the relative permittivity that governs the image force, and $\sqrt{E_0}$ the midpoint of the range of $\sqrt E$. The constant $\beta_S$, an energy per square root of field, is derived next. The formulas are in SI form.

\section{The two laws}

\subsection{Schottky emission}

An electron at distance $s$ from a metal, taken as a perfect mirror, is attracted by its image at distance $2s$. The force is $e^2/[4\pi\epsilon_0\kappa(2s)^2]$. Integrating it from infinity and adding the applied field gives the electron's energy above the metal's Fermi level,
\begin{equation}
U(s)=\phi-eEs-\frac{e^2}{16\pi\epsilon_0\kappa s},
\end{equation}
where $\phi$ is the barrier without field. At the top $dU/ds=0$, so
\begin{equation}
eE=\frac{e^2}{16\pi\epsilon_0\kappa s_m^2},\qquad
s_m=\sqrt{\frac{e}{16\pi\epsilon_0\kappa E}} .
\end{equation}
The field term and the image term are equal there. The barrier is therefore lowered by
\begin{equation}
2eEs_m=\beta_S\sqrt E,\qquad
\beta_S=\sqrt{\frac{e^3}{4\pi\epsilon_0\kappa}} .
\end{equation}

Let carriers of one isotropic mass $m$ cross whenever their normal energy $W$ exceeds the top, $W_b=\phi-\beta_S\sqrt E$. With two spin states the current density is $(2e/h^3)\int d^3p\,v_xf$. Use $v_x\,dp_x=dW$ and, for the transverse energy $\varepsilon$, $2\pi p_\perp dp_\perp=2\pi m\,d\varepsilon$. Since $W_b\gg kT$, the Fermi function reduces to a Boltzmann factor:
\begin{align}
J&=\frac{4\pi em}{h^3}\int_{W_b}^{\infty}\!dW\int_0^\infty\!d\varepsilon\,
e^{-(W+\varepsilon)/kT}\nonumber\\
&=AT^2\exp\!\left[-\frac{\phi-\beta_S\sqrt E}{kT}\right],\qquad
A=\frac{4\pi emk^2}{h^3}.
\label{schottky}
\end{align}
Each energy integral supplied one factor $kT$. This is the ballistic law: scattering near the barrier is neglected.

\subsection{Poole-Frenkel conduction}

Here the field frees electrons from charged centres in the bulk. A fixed centre attracts with energy $-e^2/(4\pi\epsilon_0\kappa s)$, four times the image energy at equal $s$. The lowering goes as the square root of this coefficient, so $\beta_{\rm PF}=2\beta_S$. For a field-independent mobility, and a free-carrier density following the full activation energy $\phi_t$, the ideal law is
\begin{equation}
J=CE\exp\!\left[-\frac{\phi_t-\beta_{\rm PF}\sqrt E}{kT}\right].
\label{pf}
\end{equation}
A slope $M$ of $\ln(J/E)$ against $\sqrt E$ is then read as $M=\beta_{\rm PF}/kT$, which gives
\begin{equation}
\kappa_{\rm PF}=\frac{e^3}{\pi\epsilon_0(kTM)^2}.
\label{read}
\end{equation}

\section{The counter-example}

The parameters are round model values: $\phi=1.40$ eV, $m=0.50\,m_0$ with $m_0$ the free-electron mass, film thickness 100 nm and $T=423$ K. The image force uses the electronic permittivity 2.1. Eleven fields, equally spaced in $\sqrt E$, run from 0.40 to 0.60 MV/cm. Each value of $\ln J$ receives independent Gaussian scatter of standard deviation 0.03.

At the midpoint, $E_0=0.495$ MV/cm, the Schottky lowering is 0.1842 eV and $kT=0.03645$ eV, so
\begin{equation}
z=\frac{0.1842}{0.03645}=5.05 .
\end{equation}
With $A=60.1$ A/(cm$^2$K$^2$), equation (\ref{schottky}) gives
\begin{equation}
J=60.1\,(423)^2\exp\!\left[-\frac{1.40-0.1842}{0.03645}\right]
=3.5\times10^{-8}\ \mathrm{A/cm^2}.
\end{equation}
Over the range, $J$ rises from $2.1\times10^{-8}$ to $5.9\times10^{-8}$ A/cm$^2$.

Without scatter, the fitted slope times $\sqrt{E_0}$ is 3.049. Ideal Poole-Frenkel conduction in this dielectric would give $2z=10.1$. Since (\ref{read}) makes the permittivity inversely proportional to the slope squared,
\begin{equation}
\kappa_{\rm PF}=2.1\left(\frac{10.108}{3.049}\right)^2=23.1 .
\end{equation}
Formula (\ref{main}) gives $8.4/(1-2/5.054)^2=23.0$. The noise-free line has $R^2=0.99965$; the noisy one has $R^2=0.986$.

Fitting both laws to the same noisy data gives
\begin{center}
\begin{tabular}{lcc}
Law fitted & Permittivity & rms misfit in $\ln J$\\
Poole-Frenkel & $24.0\pm2.3$ & 0.0231\\
Schottky & $2.15\pm0.12$ & 0.0235
\end{tabular}
\end{center}
The uncertainties are one standard deviation from the scatter. In this data set the wrong law even has the slightly smaller misfit. The permittivity separates the two fits; the quality of the line does not. That the Schottky fit returns about 2.1 is a consistency check on generated data, not evidence about a real film.

\section{The general statement and its proof}

\textbf{Statement.} Let $J$ obey (\ref{schottky}), at fixed temperature and without tunnelling. If a least-squares line through $\ln(J/E)$ against $\sqrt E$ has positive slope, the ideal Poole-Frenkel reading gives $\kappa_{\rm PF}>4\kappa$. For a narrow range, equally spaced in $\sqrt E$, the value is (\ref{main}), with relative corrections of order $\delta^2/(z-2)$, where $\delta$ is the half-width of the range divided by its midpoint. The formula therefore fails close to $z=2$: for the example's range the error is 0.3\% at $z=5.05$ but 23\% at $z=2.05$.

\textbf{Proof.} Write $x=\sqrt E$ and $b=\beta_S/kT$, so that $\ln E=2\ln x$. Then
\begin{equation}
\ln\frac JE=\text{constant}+bx-2\ln x .
\label{plot}
\end{equation}
A least-squares slope is linear in the data. The term $bx$ contributes $b$. For a term $g(x)$ the contribution is
\begin{equation}
\frac{\sum_i(x_i-\bar x)g(x_i)}{\sum_i(x_i-\bar x)^2}
=\frac{\sum_i(x_i-\bar x)[g(x_i)-g(\bar x)]}{\sum_i(x_i-\bar x)^2},
\end{equation}
because $\sum_i(x_i-\bar x)=0$. When $g=-2\ln x$, which decreases, no term in the last numerator is positive, and those with $x_i\ne\bar x$ are negative. Hence $0<M<b$. An ideal Poole-Frenkel slope at the true permittivity would be $2b$, so
\begin{equation}
\kappa_{\rm PF}=\kappa\left(\frac{2b}{M}\right)^2>4\kappa .
\label{ratio}
\end{equation}

For the value, set $x=x_0(1+u)$ with $|u|\le\delta$ and expand:
\begin{equation}
-2\ln(1+u)=-2u+u^2-\tfrac23u^3+\cdots .
\label{expand}
\end{equation}
On a symmetric range $u^2$ adds nothing to the slope, and $u^3$ changes $Mx_0$ by an amount of order $\delta^2$, which is small only compared with $bx_0-2$. To leading order $M=b-2/x_0$. With $z=bx_0$, equation (\ref{ratio}) becomes (\ref{main}). $\square$

In the slope ratio $2b/M$, the factor of two comes from the different barrier lowerings; squared, it gives the factor of four in the permittivity. The rest comes from dividing by $E$, which removes a prefactor that the Schottky current does not have. As $z\to\infty$ the second effect fades and $\kappa_{\rm PF}\to4\kappa$, not $\kappa$. As $z\to2$ from above the slope vanishes and the inferred permittivity diverges. For $z<2$ the local slope is negative and the ideal law cannot fit.

The value is recognizably false if it exceeds every permittivity that could apply. Allowing anything from the electronic value $\kappa_e$ to the static value $\kappa_s$, the inequality guarantees exposure when $4\kappa_e>\kappa_s$, provided that tunnelling and measurement errors are negligible. In a strongly ionic dielectric this condition can fail, and the false value might then look acceptable.

\subsection{Why the plot looks straight}

The leading curvature in (\ref{expand}) is $u^2$. For $u$ uniform on $[-\delta,\delta]$ its mean is $\delta^2/3$, and the best line cannot remove the remainder. Its rms size is
\begin{equation}
\sqrt{\langle u^4\rangle-\langle u^2\rangle^2}
=\sqrt{\frac{\delta^4}{5}-\frac{\delta^4}{9}}
=\frac{2\delta^2}{3\sqrt5}.
\end{equation}
With $\delta=0.101$ this is 0.0030, a tenth of the scatter.

The chance of choosing wrongly follows from the same curvature. Let $\boldsymbol\eta$ be the noise left after a straight-line fit, and $\mathbf c$ the part of $-\ln E$ that no line can absorb. The squared misfits differ by
\begin{equation}
|\boldsymbol\eta+\mathbf c|^2-|\boldsymbol\eta|^2
=2\mathbf c\cdot\boldsymbol\eta+|\mathbf c|^2 .
\end{equation}
For Gaussian scatter $\sigma$, the product $\mathbf c\cdot\boldsymbol\eta$ is Gaussian with standard deviation $\sigma|\mathbf c|$. The wrong law wins when this product lies below $-|\mathbf c|^2/2$, with probability $\Phi(-|\mathbf c|/2\sigma)$, where $\Phi$ is the cumulative normal distribution. For the eleven points this is 0.421; in 20\,000 simulated data sets the fraction was 0.418.

With the number of points, scatter and midpoint in $\sqrt E$ held fixed, $|\mathbf c|$ reaches $3\sigma$ when the range is widened to 0.263--0.800 MV/cm, a field ratio of 3.0. A wider range helps only if the same law holds throughout it.

\subsection{The reverse mistake}

Put ideal Poole-Frenkel data in a Schottky plot, $\ln J$ against $x$. Equation (\ref{pf}) gives $\ln J=\text{constant}+2\ln x+2bx$, whose midpoint slope is $2b+2/x_0$. The Schottky law reads a slope as $\beta_S/kT$, so
\begin{equation}
\kappa_S\simeq\kappa\left(\frac{b}{2b+2/x_0}\right)^2
=\frac{\kappa}{4(1+1/z)^2}=0.37
\end{equation}
for the example's $\kappa$ and $z$. A relative permittivity below one exposes this error in a low-permittivity film. It need not in others: at the same fields and temperature, $\kappa=10$ gives 1.2 and $\kappa=25$ gives 2.2.

\section{A second limit: low mobility}

If carriers scatter often near the barrier, emission is limited by drift and diffusion. Let $F(s)$ be the quasi-Fermi energy measured from the metal's Fermi level, $\mu$ the mobility, taken as independent of field, and $N_c$ the effective density of states. The carrier density and the magnitude of the current density are
\begin{equation}
n=N_ce^{(F-U)/kT},\qquad J=-\mu n\frac{dF}{ds}.
\end{equation}
Multiplying the second relation by $e^{U/kT}$ gives
\begin{equation}
Je^{U/kT}=-\mu kTN_c\frac{d}{ds}e^{F/kT}.
\end{equation}
At the metal $F=0$; deep in the film $F$ has fallen by many $kT$. Integration therefore leaves $\mu kTN_c$ on the right. On the left, use $e^2/(16\pi\epsilon_0\kappa)=eEs_m^2$ and substitute $s=s_me^t$. The exponent becomes $\phi/kT-z\cosh t$, where $z=2eEs_m/kT=bx$ now varies with field, and
\begin{equation}
\int_0^\infty e^{U/kT}ds
=s_me^{\phi/kT}\int_{-\infty}^{\infty}e^{t-z\cosh t}dt
=2s_me^{\phi/kT}K_1(z).
\end{equation}
Only the even part of $e^t$, namely $\cosh t$, survives, which leaves the integral form of the modified Bessel function $K_1$. Thus
\begin{equation}
J_D=\frac{\mu kTN_c\,e^{-\phi/kT}}{2s_mK_1(z)} .
\end{equation}

Since $s_m\propto1/x$, the plotted quantity is $\ln(J_D/E)=\text{constant}-\ln x-\ln K_1(bx)$. With $K_1'(z)=-K_0(z)-K_1(z)/z$ and $b/z=1/x$, its slope is
\begin{equation}
M=-\frac1x+b\frac{K_0(z)}{K_1(z)}+\frac1x
=b\,\frac{K_0(z)}{K_1(z)} .
\end{equation}
The integral for $K_1$ has an extra factor $\cosh t\ge1$ compared with that for $K_0$, so $K_1>K_0$ and
\begin{equation}
\kappa_{\rm PF}=4\kappa\left[\frac{K_1(z)}{K_0(z)}\right]^2>4\kappa .
\end{equation}
In the example this is 10.1, by formula and by a fit to currents from numerical integration over the barrier. It is much less than 23 but still far above 2.7. At the midpoint the ballistic and diffusion currents are equal for a mobility of about 28 cm$^2$/Vs; well below that, the diffusion limit is the relevant one.

\section{What the permittivity test cannot exclude}

The test rejects \emph{ideal} Poole-Frenkel conduction. Trap filling can change the slope. Take $N_t$ donor-like traps and $N_a$ compensating acceptors per unit volume. Neutrality makes the ionized-trap density $n+N_a$ and the filled-trap density $N_t-N_a-n$. Thermal balance gives
\begin{equation}
\frac{n(n+N_a)}{N_t-N_a-n}=Q,\qquad
Q\propto\exp\!\left[-\frac{\phi_t-\beta_{\rm PF}\sqrt E}{kT}\right].
\end{equation}
Taking the logarithm and differentiating with respect to $\ln n$,
\begin{equation}
r\equiv\frac{d\ln Q}{d\ln n}
=1+\frac{n}{n+N_a}+\frac{n}{N_t-N_a-n}.
\end{equation}
The Poole-Frenkel slope becomes $2b/r$. When few of the available electrons have been freed, the last term is negligible and $r$ lies between 1 ($n\ll N_a$) and 2 ($n\gg N_a$).

Comparison with (\ref{ratio}) shows that a bulk explanation needs $r=\sqrt{\kappa_{\rm PF}/\kappa}$. The ballistic data need 3.3, outside the range for well-filled traps. Strongly emptied traps can reach such values: $N_a=0$ and $Q=N_t$ give $n=0.618N_t$ and $r=3.6$. Then $r$ varies with field: with the fitted slope matched, it runs from 2.7 to 4.7 over the range, and the plot bends the opposite way, differing from the Schottky curve by about $2\sigma$. The diffusion-limited data, generated with the electronic permittivity in the image force, need 2.19 if the trap lowering uses the same value and 1.93 if it uses the static one; with the static value in both laws they need 2.21. These values lie close to 2 and on both sides of it, so uncertainty about the permittivity alone prevents a clear verdict against uncompensated Poole-Frenkel conduction.

Temperature offers another clue. With the field range and true permittivity fixed, cooling the ballistic example to 373 K lowers the noise-free $\kappa_{\rm PF}$ from 23.1 to 19.9, because $z$ rises. The ideal law predicts no such drift. The change is comparable with the uncertainty of 2.3 found above, so a single noisy sweep at each temperature would be weak evidence. In the diffusion limit the drift is only from 10.1 to 9.9, too small to use.

Contacts probe the mechanism more directly. At equal internal field and temperature, changing the barrier by $\Delta\phi$ multiplies the emission current by $e^{-\Delta\phi/kT}$, whereas (\ref{pf}) contains no contact barrier. Different electrodes, or reversed polarity between unlike electrodes, can reveal this dependence. A null result is inconclusive if the two barriers happen to be equal. Thickness alone does not decide: in a uniform film both laws fix $J$ through $E$. It does help to find a contact offset $V_0$, since the voltage at fixed $J$ is $V=Ed+V_0$, linear in the thickness $d$.

\section{Reading the result for a real film}

The permittivities are rough values for an organosilicate low-$k$ interconnect dielectric. The 1.4 eV barrier is an effective value chosen to give measurable current; it is low for an ideal metal--insulator band offset. The temperature suits an accelerated test rather than ordinary chip operation. The highest field is 0.12 of an assumed rough breakdown field of 5 MV/cm. Ballistic emission is doubtful in such an amorphous film, whose mobility may well be far below 28 cm$^2$/Vs. Replacing it by the diffusion limit moves the inferred permittivity from 23 to 10 if the electronic permittivity still governs the image force. Slow carriers may give the lattice time to respond; with the static value 2.7 in the image force, the result is 13.

Other neglected effects were sized for the ballistic example. Tunnelling, estimated with the smoothed WKB transmission $1/(1+e^{2S})$ of the image barrier, $S$ being the barrier action, multiplies the midpoint current by 1.27. In this estimate the enhancement grows with field, steepens the plot and lowers $\kappa_{\rm PF}$ to 14.9. These digits are not robust. The plain factor $e^{-2S}$ gives 1.61 and 13.9, and the smoothed form gives 11.6 for $m=0.3\,m_0$ and 18.4 for $m=m_0$. WKB also omits quantum reflection at the steep image well near the metal, which depends on how the potential is cut off there and can reverse the sign of the correction. An uncorrected contact offset of 0.5 V shifts the field by 0.05 MV/cm. The inferred value becomes 18.6 if the plotted field is too high and 30.0 if it is too low. Tunnelling together with a plotted field that is too high gives 12.3. A charge sheet of $7.5\times10^{10}$ cm$^{-2}$ would produce a field step of the same 0.05 MV/cm, so trapped charge deserves attention. None of these cases brings the value near 2.7. This conclusion is limited to the example's fields and temperature. With all fields tripled and the temperature lowered to 373 K, tunnelling alone reduces $\kappa_{\rm PF}$ to 3.3, which could pass for a plausible permittivity.

In the original example, a plausible thickness error would not bring the value down to 2.7 either. For $E=V/d$, the slope against $\sqrt E$ is $\sqrt d$ times the slope against $\sqrt V$, so $\kappa_{\rm PF}\propto1/d$. Reducing 23.1 to 2.7 would require the thickness to be overstated by a factor of 8.5. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Electronic, static permittivity: 2.1, 2.7
Barrier: 1.40 eV; mass: 0.50 m0
Thickness: 100 nm; temperature: 423 K
Field range: 0.40 to 0.60 MV/cm
Points: 11; scatter in ln J: 0.030
Thermal energy kT: 0.03645 eV
Midpoint field: 0.4949 MV/cm
Relative half-width in sqrt(E), delta: 0.1010
Schottky lowering at midpoint: 0.1842 eV
Poole-Frenkel lowering at midpoint: 0.3684 eV
Image-barrier top distance: 1.861 nm
z at midpoint: 5.0540
Richardson factor: 60.09 A/(cm2 K2)
J at low field: 2.111e-08 A/cm2
J at midpoint: 3.518e-08 A/cm2
J at high field: 5.861e-08 A/cm2
PF slope times sqrt(E0), noise-free: 3.0491
kappa_PF from noise-free fit: 23.08
kappa_PF from midpoint formula: 23.00
Slope-error ratio on halving range: 4.013
PF-plot R squared, noise-free: 0.999654
PF-plot R squared, noisy: 0.98563
RMS curvature misfit, dense: 0.00306
RMS curvature misfit, formula: 0.00304
Noisy fit kappa_PF: 24.01 +/- 2.27
Noisy fit kappa_S: 2.150 +/- 0.122
Noisy rms in ln J, PF and Schottky: 0.0231, 0.0235
PF fit wins, simulated fraction: 0.418
PF fit wins, predicted fraction: 0.421
3-sigma curvature range: 0.263 to 0.800 MV/cm
3-sigma field ratio: 3.04
Converse kappa_S from true PF data: 0.366
kappa_PF at 373 K: 19.87
r, compensated filled traps: 1.000
r, uncompensated filled traps: 2.000
r, intermediate case: 1.501
r, strongly emptied traps: 3.618
r implied by ballistic data: 3.315
Diffusion-limit kappa_PF, fit: 10.07
Diffusion-limit kappa_PF, formula: 10.07
r from diffusion data, electronic kappa: 2.190
r from diffusion data, static kappa: 1.931
Crossover mobility: 27.52 cm2/Vs
Tunnelling current factor at midpoint: 1.271
Parabolic-barrier tunnelling factor: 1.308
kappa_PF with tunnelling: 14.91
Contact offset: 0.50 V
kappa_PF, plotted field too high: 18.61
kappa_PF, plotted field too low: 30.04
kappa_PF, tunnelling and field too high: 12.30
Sheet charge for same field shift: 7.46e+10 cm^-2
Thickness factor to reach static kappa: 8.55
Assumed rough breakdown field: 5.0 MV/cm
Highest field / rough breakdown: 0.12
\end{verbatim}
